# Statistical Uncertainty of Potential Alignment in an Amorphous Defect Cell

## Problem

A charged defect is computed in a periodic cell of an amorphous oxide. Its formation energy needs the offset between the electrostatic potentials of the defect cell and of the defect-free host cell, because the zero of potential in each periodic calculation is arbitrary. The offset is read from core potentials, that is, electrostatic potentials averaged over a small region around each nucleus, at $N$ atoms far from the defect. In a crystal, far atoms of the same element on equivalent sites would nearly agree. In an amorphous cell even atoms of the same element scatter.

The model cell is a cube of edge $L=15$ Å with 216 atoms, of which $N=160$ lie farther than $R=6$ Å from the defect. As a simple stand-in for the network, the atoms sit on a cubic grid of spacing 2.5 Å, each shifted at random by up to 0.3 Å along each axis, with the defect at the centre of a grid cube. The answer to part (c) depends on this placement. The defect charge number is $q=+2$. Core potentials in the host scatter by 0.50 V among atoms of the same element, taken equal for all elements. The differences between matching atoms of the two cells scatter by $\sigma=0.10$ V. These are round parameters, not data for a named material.

(a) What is the standard uncertainty of the offset, and of the formation energy, if the differences at different atoms are uncorrelated?

(b) What does it become if the defect cell is compared with an unrelated amorphous host?

(c) What does it become if the disturbances are correlated over a length set by $w=1$ Å, in the sense defined below?

(d) The long-range potential of the defect was removed with a dielectric constant of 11, while the true value is 10. What error does this leave in the offset?

(e) How many atoms would bring the statistical part of the energy uncertainty down to 0.02 eV?

## Solution

### What is being estimated

Let $V_i^{\rm def}$ and $V_i^{\rm host}$ be the core potentials of the same atom $i$ in the two cells, and let $V_i^{\rm lr}$ be the model potential of the periodic defect charge. The paired difference is

$$d_i=V_i^{\rm def}-V_i^{\rm host}-V_i^{\rm lr}=C+e_i .$$

Here $C$ is the wanted offset and $e_i$ is the local disturbance left by small relaxations of the network. Until part (d), $V^{\rm lr}$ is taken as correct. The assumptions are that all far atoms share the same $C$, and that

$$\langle e_i\rangle=0,\qquad \langle e_ie_j\rangle=\sigma^2\rho_{ij},\qquad \rho_{ii}=1 .$$

The brackets denote an average over an ensemble of local environments. This matters for the meaning of the answer: the mean of the $d_i$ over one finished cell is a known number with no statistical uncertainty. What is uncertain is how far that number lies from $C$.

The estimate of the offset is $\bar d=\frac1N\sum_i d_i=C+\bar e$, with $\bar e=\frac1N\sum_i e_i$. It enters the formation energy as a term of magnitude $|q\,\bar d|$, with a sign that depends on which cell is subtracted from which. One elementary charge times one volt is one electronvolt, so an uncertainty $u_C$ in volts becomes

$$u_E=|q|\,u_C$$

in electronvolts, whatever the sign convention.

### (a) Uncorrelated atoms

The variance of the estimate is

$$\langle\bar e^{\,2}\rangle=\frac1{N^2}\sum_{i,j}\langle e_ie_j\rangle=\frac{\sigma^2}{N^2}\sum_{i,j}\rho_{ij}.$$

It is convenient to define

$$f=\frac1N\sum_{i,j}\rho_{ij},\qquad\text{so that}\qquad u_C=\sigma\sqrt{\frac fN}. \tag{1}$$

The double sum has $N$ diagonal terms equal to 1 and $N(N-1)$ others. If $\bar\rho$ is the mean of the others,

$$f=1+(N-1)\bar\rho. \tag{2}$$

For uncorrelated disturbances $\bar\rho=0$ and $f=1$, hence

$$u_C=\frac{\sigma}{\sqrt N}. \tag{3}$$

No Gaussian distribution was assumed. Zero correlation and a finite variance suffice.

In practice $\sigma$ is replaced by the sample standard deviation $s$, where $s^2=\frac1{N-1}\sum_i(d_i-\bar d)^2$. To see what $s$ measures, note that $d_i-\bar d=e_i-\bar e$ and expand:

$$\sum_i(e_i-\bar e)^2=\sum_ie_i^2-2\bar e\sum_ie_i+N\bar e^{\,2}=\sum_ie_i^2-N\bar e^{\,2}.$$

The average of the right side is $N\sigma^2-\sigma^2f$. With equation (2), $N-f=(N-1)(1-\bar\rho)$, so

$$\langle s^2\rangle=\sigma^2(1-\bar\rho). \tag{4}$$

For uncorrelated atoms $s^2$ is therefore an unbiased estimate of $\sigma^2$, and $s/\sqrt N$ is the estimate of equation (3).

With the given numbers,

$$u_C=\frac{0.10\ \text{V}}{\sqrt{160}}=0.0079\ \text{V},\qquad u_E=2\times0.0079=0.016\ \text{eV}.$$

One simulated cell, with the true offset set to 0.25 V, gave $\bar d=0.2494$ V and $s=0.1026$ V, hence $s/\sqrt N=0.0081$ V. A single cell cannot test the formula. Over 6000 simulated cells with strongly skewed disturbances, the estimates scattered by 0.0079 V, and the interval $\bar d\pm s/\sqrt N$ contained the true offset in 67.4 % of cases. A normal distribution of $\bar d$ would give about 68 %.

### (b) An unrelated host

The standard deviation in equation (3) is that of the paired differences. For any two quantities $a$ and $b$,

$$\mathrm{Var}(a-b)=\sigma_a^2+\sigma_b^2-2\,\mathrm{cov}(a,b).$$

Let $b$ be the host potential at an atom, with spread $\sigma_h=0.50$ V, and let $a=b+C+e$ be the potential of the same atom in the defect cell, with $e$ uncorrelated with $b$. Then $\sigma_a^2=\sigma_h^2+\sigma^2$ and $\mathrm{cov}(a,b)=\sigma_h^2$, so

$$\mathrm{Var}(a-b)=\sigma_h^2+\sigma^2+\sigma_h^2-2\sigma_h^2=\sigma^2 .$$

The large scatter of the glass cancels because each atom is compared with itself. If the host is an unrelated amorphous cell with the same number of far atoms of each element, the differences between elements still cancel in the mean, but the covariance of the scatter is zero and the host scatter counts twice. If the host potentials at different atoms are also uncorrelated,

$$u_C=\sqrt{\frac{2\sigma_h^2+\sigma^2}{N}}=\sqrt{\frac{0.50+0.01}{160}}\ \text{V}=0.056\ \text{V},\qquad u_E=0.11\ \text{eV}.$$

This is about seven times the paired result. Electrostatic potentials in an ionic network are in general correlated between atoms, which changes the host part by a factor like the $f$ of equation (1). The energy figure covers the alignment term only: an unrelated host also differs in its total energy. Pairing requires that the atoms can be matched. If the defect makes a distant part of the network rearrange, the matched atoms there have new surroundings, and their differences no longer belong to the same narrow distribution.

### (c) Correlated atoms

Neighbouring atoms can feel the same disturbance, so their differences need not be independent. To see what this does to the mean, take a correlation that is positive and short-ranged. It arises from uncorrelated random sources $\eta(\mathbf x)$, smoothed over a width $w$. This is an illustration, not a model of displaced ions: a displaced charge adds a dipole potential, which has both signs and reaches farther. The smoothed disturbance is

$$e(\mathbf r)=A\int e^{-|\mathbf r-\mathbf x|^2/2w^2}\,\eta(\mathbf x)\,d^3x,\qquad \langle\eta(\mathbf x)\eta(\mathbf x')\rangle=\delta(\mathbf x-\mathbf x').$$

For two points with separation $\mathbf D=\mathbf r-\mathbf r'$ and midpoint $\mathbf m$,

$$|\mathbf r-\mathbf x|^2+|\mathbf r'-\mathbf x|^2=2|\mathbf x-\mathbf m|^2+\tfrac12D^2 .$$

The covariance is therefore

$$\langle e(\mathbf r)e(\mathbf r')\rangle=A^2e^{-D^2/4w^2}\int e^{-|\mathbf x-\mathbf m|^2/w^2}d^3x .$$

The integral does not depend on $\mathbf m$. It fixes $\sigma^2$ at $D=0$, and the correlation is

$$\rho(D)=e^{-D^2/4w^2}. \tag{5}$$

In the periodic cell the exponential is summed over all images of $\mathbf D$ and divided by the same sum at $\mathbf D=0$. At 2.5 Å, the mean spacing of the sites along each axis, equation (5) gives $\rho=0.21$.

Summing over the 160 far atoms gives a mean pair correlation of only $\bar\rho=0.0107$. It is multiplied by $N-1=159$, however, and

$$f=1+159\times0.01068=2.70,\qquad \frac Nf=59 .$$

The 160 atoms carry the information of about 59 uncorrelated ones. Equation (1) gives

$$u_C=\frac{0.10\ \text{V}}{\sqrt{59.3}}=0.013\ \text{V},\qquad u_E=0.026\ \text{eV}.$$

The sample spread gives no warning of this. By equation (4), $s^2$ falls on average by about 1 %, while the true variance of the mean rises by a factor of 2.7. If $\bar e$ is normally distributed and $s^2$ is replaced by its average, the probability that $\bar d\pm s/\sqrt N$ contains $C$ is

$$P=\operatorname{erf}\!\left(\sqrt{\frac{1-\bar\rho}{2f}}\right)=\operatorname{erf}\!\left(\sqrt{\frac{0.989}{5.40}}\right)=45.5\ \%,$$

and the simulation gave 45.4 %. An interval presented as a 68 % interval would thus miss the offset more often than not.

Two limits show what $f$ does. If all atoms move together, $\rho_{ij}=1$, then $f=N$ and $u_C=\sigma$: averaging gains nothing. Equation (4) then gives $s=0$, so the naive uncertainty vanishes just when the true one is largest.

The second limit is dense sampling of a fixed volume $\Omega$. For randomly placed atoms and $w$ small compared with the size of the volume, boundary effects can be neglected and the sum over neighbours becomes an integral:

$$f\simeq1+\frac N\Omega\int e^{-r^2/4w^2}d^3r=1+\frac N\Omega(4\pi w^2)^{3/2}.$$

For $N=160$ and $\Omega=2470$ Å$^3$ this gives 3.9, more than the 2.70 found above, because random placement allows much closer pairs than the shifted grid and because the neighbours missing inside the excluded sphere are counted. As $N$ grows, $N/f$ approaches $\Omega/(4\pi w^2)^{3/2}$, a number of correlation volumes. More sampling points in the same volume then stop helping. More volume does help.

In a real calculation $f$ must be estimated from the data, for instance by averaging $(d_i-\bar d)(d_j-\bar d)$ over pairs in bins of distance. The sum may not simply be taken over all pairs, since

$$\sum_{i,j}(d_i-\bar d)(d_j-\bar d)=\Big[\sum_i(d_i-\bar d)\Big]^2=0$$

for any data. One has to fit a decaying function or cut the sum at a distance where correlations have died out. Even then a single cell of this size gives only a rough value. A cut sum tends to be too low, because subtracting $\bar d$ lowers the average pair product by about $\sigma^2f/N$. If correlations extend across the whole cell, one cell cannot show their full strength, because the part common to all atoms is removed with $\bar d$.

### (d) The wrong dielectric constant

Let $\varphi(\mathbf r)$ be the potential, in units of inverse length, of a periodic unit point charge with a uniform neutralising background and zero average over the cell. In a medium of dielectric constant $\varepsilon$ the defect potential is $qk\varphi/\varepsilon$, with $k=e/4\pi\varepsilon_0=14.40$ V Å. The data contain this potential with $\varepsilon_{\rm true}$, and the correction subtracts it with $\varepsilon_{\rm used}$. The mean leftover at the far atoms is

$$b=qk\,\bar\varphi\left(\frac1{\varepsilon_{\rm true}}-\frac1{\varepsilon_{\rm used}}\right), \tag{6}$$

where $\bar\varphi$ is the average of $\varphi$ over those atoms. If they fill the region outside the sphere of radius $R$ evenly, $\bar\varphi$ follows from Poisson's equation. Inside the cell,

$$\nabla^2\varphi=-4\pi\left[\delta(\mathbf r)-\frac1{L^3}\right].$$

The function $1/r$ accounts for the point charge. The function $2\pi r^2/3L^3$ accounts for the background, because $\nabla^2r^2=6$. The remainder is harmonic near the defect, so its average over a sphere equals its value $c$ at the centre. The spherical average of $\varphi$ is thus

$$\frac1r+\frac{2\pi r^2}{3L^3}+c,\qquad c=-0.18915\ \text{Å}^{-1}\ \text{for }L=15\ \text{Å},$$

where the value of $c$ comes from an Ewald sum. Multiplying by $4\pi r^2$ and integrating from 0 to $R<L/2$ gives

$$I=2\pi R^2+\frac{8\pi^2R^5}{15L^3}+\frac{4\pi cR^3}{3}.$$

Since the integral over the whole cell is zero, the integral outside the sphere is $-I$, and

$$\bar\varphi=-\frac{I}{L^3-4\pi R^3/3}. \tag{7}$$

For the given cell the three terms of $I$ are 226.2, 12.1 and $-171.1$ Å$^2$, with sum 67.2 Å$^2$. The outer volume is $3375-905=2470$ Å$^3$. Hence $\bar\varphi=-0.0272$ Å$^{-1}$, which direct quadrature of the Ewald potential confirms, and

$$b=2\times14.40\times(-0.0272)\times\left(\frac1{10}-\frac1{11}\right)\text{V}=-0.0071\ \text{V}.$$

The average over the actual 160 sites agrees to the digits shown. The energy error through the alignment is 0.014 eV in magnitude. The wrong dielectric constant also changes the separate correction for the interaction of the defect with its images. With $k$ read in eV Å, that change is $\tfrac12q^2k|c|\left(\frac1{10}-\frac1{11}\right)=0.050$ eV in magnitude. It is larger than the alignment error and has the opposite sign. With electrostatic potentials, the full correction to the energy is $-\tfrac12q^2kc/\varepsilon-q\bar d$. The first term comes out too small by 0.0495 eV and the second too large by $-qb=0.0142$ eV, so the net shift is $-0.035$ eV. The table below lists the alignment term alone.

The total mean-square error of the offset is

$$\langle(\bar e+b)^2\rangle=\langle\bar e^{\,2}\rangle+2b\langle\bar e\rangle+b^2=\frac{f\sigma^2}{N}+b^2, \tag{8}$$

because $\langle\bar e\rangle=0$. Its root is $\sqrt{0.0130^2+0.0071^2}=0.015$ V, or 0.030 eV in the alignment term of the energy.

More atoms in the same region reduce at most the first term. A larger cell changes both. At fixed density and fixed $R/L$, $N$ grows as $L^3$ and the statistical part falls as $L^{-3/2}$ once $f$ has settled, which requires a short-ranged correlation such as equation (5). Every length in $\varphi$ scales with $L$, so $b$ falls only as $L^{-1}$. In this way of enlarging the cell, the systematic part eventually dominates. If $R$ is kept fixed instead, $c\propto1/L$ and equation (7) tends to $-2\pi R^2/L^3$. The leftover then falls faster than the scatter, provided that the point-charge model holds at all distances beyond $R$.

### (e) Atoms needed

Setting $|q|\sigma\sqrt{f/N}$ equal to the target $t=0.02$ eV gives

$$N=f\left(\frac{q\sigma}{t}\right)^2=f\left(\frac{2\times0.10}{0.02}\right)^2=100f .$$

Uncorrelated atoms would require 100, and the correlated model requires 270 if $f$ keeps its value. The present 160 atoms therefore seem to meet the target when judged by $\sigma/\sqrt N$, but do not meet it once correlation is counted. The additional atoms should come from a larger cell, for the reason given by the dense-sampling limit. There a smaller share of the atoms borders the excluded sphere, so $f$ rises towards its bulk value of about 2.9, and the number needed is nearer 280. The target concerns scatter alone. The leftover of part (d) comes on top.

### The cases together

| Case, $N=160$ | Offset (V) | Energy (eV) |
|---|---:|---:|
| Paired, uncorrelated | 0.0079 | 0.016 |
| Unrelated hosts, uncorrelated | 0.056 | 0.11 |
| Paired, correlated | 0.013 | 0.026 |
| Paired, correlated, with leftover | 0.015 | 0.030 |

The first three rows are standard uncertainties. The last is a root-mean-square error, since it includes a fixed shift. The energy column refers to the alignment term. With the image term of part (d) included, the last entry would be $\sqrt{0.026^2+0.035^2}=0.044$ eV. Simulated cells reproduce all four offset values within the 4 % tolerance of the tests, and the numerical output lists the figures. The simulations test the statistics of the stated model. They do not show that a particular oxide has this $\sigma$ or this correlation length, which have to be found from its own paired differences.

The estimate $s/\sqrt N$ is thus justified for paired differences at uncorrelated atoms that share one offset. It describes neither correlated scatter nor an error common to all atoms. Adding the same constant to every $d_i$ leaves $s$ unchanged, so a small $s/\sqrt N$ is evidence of precision within the chosen correction scheme, and no evidence that the scheme is right.

## Computed results

```
Cell edge: 15.0 angstrom
Sites in cell: 216
Largest jitter per axis: 0.3 angstrom
Far-site radius R: 6.0 angstrom
Far sites N: 160
Defect charge number q: +2
Paired-difference spread sigma: 0.10 V
Raw host spread: 0.50 V
True offset C in simulation: 0.25 V
Simulated cells per test: 6000
One sample, mean difference: 0.2494 V
One sample, s: 0.1026 V
One sample, s/sqrt(N): 0.0081 V
Independent sites, sigma/sqrt(N): 0.0079 V
Independent sites, simulated: 0.0079 V
Independent sites, energy uncertainty: 0.0158 eV
Independent sites, simulated coverage: 67.4 %
Unpaired hosts, formula: 0.0565 V
Unpaired hosts, simulated: 0.0567 V
Unpaired hosts, energy uncertainty: 0.1129 eV
Smoothing width w: 1.0 angstrom
Correlation at 2.5 angstrom: 0.210
Mean pair correlation: 0.01068
Variance factor f: 2.698
Effective number of sites: 59.3
Correlated sites, formula: 0.0130 V
Correlated sites, simulated: 0.0128 V
Correlated sites, energy uncertainty: 0.0260 eV
Correlated, coverage of s/sqrt(N), formula: 45.5 %
Correlated, coverage of s/sqrt(N), simulated: 45.4 %
Dielectric constant, true: 10.0
Dielectric constant, used: 11.0
Coulomb constant k: 14.3996 V angstrom
Image constant c: -0.18915 1/angstrom
Mean far potential, formula: -0.02720 1/angstrom
Mean far potential, quadrature: -0.02715 1/angstrom
Leftover b, continuum formula: -0.0071 V
Leftover b, mean at far sites: -0.0071 V
Leftover, energy magnitude: 0.0142 eV
Total rms error, formula: 0.0148 V
Total rms error, simulated: 0.0148 V
Total rms energy error, formula: 0.0296 eV
Target energy uncertainty: 0.02 eV
Sites for target, independent: 100
Sites for target, same f: 270
```
